# The RPA Plasmon Formula from Zero-Point Energies and from the Adiabatic Connection: test program

```python
"""
Result under test: for real symmetric A, B with A-B and A+B positive definite,
the RPA frequencies Omega are the square roots of the eigenvalues of
    M = (A-B)^(1/2) (A+B) (A-B)^(1/2),
and the RPA correlation energy is E = (1/2) Tr(M^(1/2) - A).
Direct RPA, closed shell: A = D + 2K, B = 2K, where D holds the orbital energy
differences e_a - e_i and K the Coulomb integrals (ia|jb) over spatial orbitals.
X, Y: excitation and de-excitation amplitudes with X^T X - Y^T Y = 1.
Molecular algebra is in hartree; the two-mode model is in eV.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, dft, scf, mp, ao2mo, lib

EV = physical_constants["Hartree energy in eV"][0]


def matrix_power(S, power):
    w, U = np.linalg.eigh(S)
    return (U * w**power) @ U.T


def hermitian_M(A, B):
    root = matrix_power(A - B, 0.5)
    M = root @ (A + B) @ root
    return 0.5 * (M + M.T)


def plasmon_energy(A, B):
    omega = np.sqrt(np.linalg.eigvalsh(hermitian_M(A, B)))
    return 0.5 * (omega.sum() - np.trace(A))


def symplectic_modes(A, B):
    """Positive modes of the full 2N problem, found without using M."""
    n = len(A)
    hessian = np.block([[A, B], [B, A]])
    metric = np.diag(np.r_[np.ones(n), -np.ones(n)])
    inverse_omega, V = eigh(metric, hessian)
    inverse_omega, V = inverse_omega[n:], V[:, n:]
    V = V / np.sqrt(inverse_omega)
    return 1 / inverse_omega, V[:n], V[n:]


def half_line_grid(n, scale):
    x, w = np.polynomial.legendre.leggauss(n)
    return scale * (1 + x) / (1 - x), 2 * scale * w / (1 - x)**2


# ---------- two coupled boson modes (eV) ----------
A2 = np.array([[6.0, 1.0], [1.0, 9.0]])
B2 = np.array([[2.0, 1.5], [1.5, 3.0]])
M2 = hermitian_M(A2, B2)
omega2 = np.sqrt(np.linalg.eigvalsh(M2))
E2mode = plasmon_energy(A2, B2)
commutator = (A2 - B2) @ (A2 + B2) - (A2 + B2) @ (A2 - B2)
assert np.abs(commutator).max() > 1
full_spectrum = np.linalg.eigvals(np.block([[A2, B2], [-B2, -A2]]))
assert np.abs(full_spectrum.imag).max() < 1e-10
assert np.allclose(np.sort(full_spectrum.real),
                   np.sort(np.r_[-omega2, omega2]), atol=1e-9)

levels = 22
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
unit = np.eye(levels)
b = [np.kron(lower, unit), np.kron(unit, lower)]
H = np.zeros((levels**2, levels**2))
for p in range(2):
    for q in range(2):
        pair = b[p] @ b[q]
        H += A2[p, q] * b[p].T @ b[q] + 0.5 * B2[p, q] * (pair + pair.T)
fock_energies, fock_states = np.linalg.eigh(H)
ground = fock_states[:, 0]
E_fock = fock_energies[0]
assert abs(E_fock - E2mode) < 1e-7

# Ground-state fluctuations of b + b^T against the RPA amplitudes and M
kicked = [(op + op.T) @ ground for op in b]
fluct_fock = np.array([[u @ v for v in kicked] for u in kicked])
w2, X2, Y2 = symplectic_modes(A2, B2)
root2 = matrix_power(A2 - B2, 0.5)
fluct_M = root2 @ matrix_power(M2, -0.5) @ root2
assert np.allclose(fluct_fock, fluct_M, atol=1e-6)
assert np.allclose((X2 + Y2) @ (X2 + Y2).T, fluct_M, atol=1e-9)

# Fluctuation-dissipation theorem from the resolvent of the Fock Hamiltonian
freq, weight = half_line_grid(24, 8.0)
G = H - E_fock * np.eye(len(H))
response = np.array([-2 * (kicked[0] @ np.linalg.solve(
    G + 1j * w * np.eye(len(H)), kicked[0])).real for w in freq])
fluct_response = -(weight @ response) / np.pi
assert abs(fluct_response - fluct_fock[0, 0]) < 1e-6

# Instability: A-B positive, A+B indefinite gives an imaginary frequency
B_bad = -7.0 * np.eye(2)
bad_roots = np.linalg.eigvals(np.block([[A2, B_bad], [-B_bad, -A2]]))
lowest_bad = np.linalg.eigvalsh(hermitian_M(A2, B_bad))[0]
assert np.linalg.eigvalsh(A2 - B_bad)[0] > 0 and lowest_bad < 0
assert abs(np.abs(bad_roots.imag).max() - np.sqrt(-lowest_bad)) < 1e-8

# ---------- water, direct RPA on PBE orbitals ----------
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
atoms = [["O", (0, 0, 0)],
         ["H", (bond * np.sin(half), 0, bond * np.cos(half))],
         ["H", (-bond * np.sin(half), 0, bond * np.cos(half))]]
mol = gto.M(atom=atoms, basis="cc-pvdz", unit="Angstrom", verbose=0)
ks = dft.RKS(mol)
ks.xc = "pbe"
ks.chkfile = None
ks.conv_tol = 1e-10
ks.kernel()
assert ks.converged
nocc = mol.nelectron // 2
Co, Cv = ks.mo_coeff[:, :nocc], ks.mo_coeff[:, nocc:]
nvir = Cv.shape[1]
npair = nocc * nvir
gaps = (ks.mo_energy[None, nocc:] - ks.mo_energy[:nocc, None]).ravel()
eri = mol.intor("int2e", aosym="s4")
K = ao2mo.incore.general(eri, (Co, Cv, Co, Cv), compact=False)
K = K.reshape(npair, npair)
K = 0.5 * (K + K.T)
D = np.diag(gaps)
A, B = D + 2 * K, 2 * K
assert gaps.min() > 0 and np.linalg.eigvalsh(K)[0] > -1e-10
M = hermitian_M(A, B)
omega = np.sqrt(np.linalg.eigvalsh(M))
E_c = plasmon_energy(A, B)

# Frequencies and the negative-definite form from the full 2N problem
w_full, X, Y = symplectic_modes(A, B)
assert np.allclose(np.sort(w_full), omega, atol=1e-8)
E_amplitudes = -np.sum(w_full * np.sum(Y**2, axis=0))
assert abs(E_amplitudes - E_c) < 1e-8 and E_c < 0
assert np.allclose((X * w_full) @ X.T + (Y * w_full) @ Y.T, A, atol=1e-7)

# Spin-orbital formula against the singlet-only formula
D_spin = np.kron(np.eye(2), D)
K_spin = np.kron(np.ones((2, 2)), K)
E_spin = plasmon_energy(D_spin + K_spin, K_spin)
assert abs(E_spin - E_c) < 1e-8


# Coupling-strength integration with amplitudes of the full 2N problem
def coupling_integrand(lam):
    _, x, y = symplectic_modes(D + 2 * lam * K, 2 * lam * K)
    return 0.5 * np.trace(2 * K @ ((x + y) @ (x + y).T - np.eye(npair)))


nodes, wts = np.polynomial.legendre.leggauss(10)
E_coupling = sum(0.5 * w * coupling_integrand(0.5 * (1 + x))
                 for x, w in zip(nodes, wts))
assert abs(E_coupling - E_c) < 1e-7
W_half, W_full = coupling_integrand(0.5), coupling_integrand(1.0)

# Frequency integration in a factorized Coulomb basis, (ia|jb) = L L^T
ev, U = np.linalg.eigh(eri)
factors = lib.unpack_tril(np.ascontiguousarray(
    (U * np.sqrt(np.clip(ev, 0, None))).T))
L = np.einsum("kia->iak", Co.T @ factors @ Cv).reshape(npair, -1)
assert np.allclose(L @ L.T, K, atol=1e-8)


def bare_response(w):
    return -4 * L.T @ ((gaps / (gaps**2 + w**2))[:, None] * L)


identity = np.eye(L.shape[1])
E_frequency = 0.0
for w, wt in zip(*half_line_grid(60, 2.0)):
    P0 = bare_response(w)
    E_frequency += wt * (np.linalg.slogdet(identity - P0)[1]
                         + np.trace(P0)) / (2 * np.pi)
assert abs(E_frequency - E_c) < 1e-6

# Dyson equation against the closed form of the response
lam, w = 0.6, 0.7
P0 = bare_response(w)
dyson = np.linalg.solve(identity - lam * P0, P0)
M_lam = hermitian_M(D + 2 * lam * K, 2 * lam * K)
DL = np.sqrt(gaps)[:, None] * L
closed = -4 * DL.T @ np.linalg.solve(M_lam + w**2 * np.eye(npair), DL)
assert np.allclose(dyson, closed, atol=1e-8)

# Weak-coupling limit of direct RPA; odd orders cancel between +t and -t
t = 0.003
E_second = -2 * np.sum(K**2 / (gaps[:, None] + gaps[None, :]))
weak = (plasmon_energy(D + 2 * t * K, 2 * t * K)
        + plasmon_energy(D - 2 * t * K, -2 * t * K)) / (2 * t**2)
assert abs(weak / E_second - 1) < 1e-3

# ---------- exchange in A and B: the factor 1/2 counts MP2 twice ----------
mol_hf = gto.M(atom=atoms, basis="6-31g", unit="Angstrom", verbose=0)
hf = scf.RHF(mol_hf)
hf.chkfile = None
hf.conv_tol = 1e-11
hf.kernel()
assert hf.converged
E_mp2 = float(mp.MP2(hf).kernel()[0])
C = hf.mo_coeff
nmo = C.shape[1]
g = ao2mo.incore.full(mol_hf.intor("int2e", aosym="s4"), C, compact=False)
g = g.reshape(nmo, nmo, nmo, nmo)
o, v = slice(0, nocc), slice(nocc, nmo)
s = np.eye(2)
nspin = 4 * nocc * (nmo - nocc)
coulomb = np.einsum("iajb,st,uv->isatjubv", g[o, v, o, v], s, s)
exchange_B = np.einsum("ibja,sv,ut->isatjubv", g[o, v, o, v], s, s)
exchange_A = np.einsum("ijab,su,tv->isatjubv", g[o, o, v, v], s, s)
A1 = (coulomb - exchange_A).reshape(nspin, nspin)
B1 = (coulomb - exchange_B).reshape(nspin, nspin)
gap_hf = hf.mo_energy[None, v] - hf.mo_energy[o, None]
D_hf = np.diag(np.einsum("ia,st->isat", gap_hf, np.ones((2, 2))).ravel())
weak_x = (plasmon_energy(D_hf + t * A1, t * B1)
          + plasmon_energy(D_hf - t * A1, -t * B1)) / (2 * t**2)
assert abs(weak_x / E_mp2 - 2) < 2e-3

# ---------- printed numbers ----------
print("TWO-MODE MODEL")
for name, S, u in (("A", A2, "eV"), ("B", B2, "eV"), ("A-B", A2 - B2, "eV"),
                   ("A+B", A2 + B2, "eV"), ("M", M2, "eV^2")):
    print(f"{name}: 11 = {S[0,0]:.4f}, 12 = {S[0,1]:.4f}, "
          f"22 = {S[1,1]:.4f} {u}")
print(f"Frequencies: {omega2[0]:.6f}, {omega2[1]:.6f} eV")
print(f"Trace of M^(1/2): {omega2.sum():.6f} eV")
print(f"Trace of A: {np.trace(A2):.6f} eV")
print(f"Plasmon-formula energy: {E2mode:.6f} eV")
print(f"Fock-space ground energy: {E_fock:.6f} eV")
print(f"Boson levels kept per mode: {levels}")
print(f"Fluctuation of b1+b1^dagger, Fock state: {fluct_fock[0,0]:.6f}")
print(f"Same, from frequency integral: {fluct_response:.6f}")
print(f"Unstable case B = -7 eV times unit matrix: lowest eigenvalue of M "
      f"{lowest_bad:.4f} eV^2, |Im Omega| {np.sqrt(-lowest_bad):.4f} eV")
print("WATER, PBE orbitals, cc-pVDZ, all electrons, direct RPA")
print(f"O-H distance: {bond:.2f} angstrom; angle: {angle:.1f} degrees")
print(f"Occupied, virtual orbitals, pairs: {nocc}, {nvir}, {npair}")
print(f"Smallest orbital energy difference: {gaps.min()*EV:.4f} eV")
print(f"Lowest singlet direct-RPA frequency: {omega[0]*EV:.4f} eV")
print(f"Trace of D: {gaps.sum()*EV:.4f} eV")
print(f"Trace of 2K: {2*np.trace(K)*EV:.4f} eV")
print(f"Trace of A: {np.trace(A)*EV:.4f} eV")
print(f"Trace of M^(1/2): {omega.sum()*EV:.4f} eV")
print(f"E_c, plasmon formula: {E_c*EV:.4f} eV = {E_c:.6f} hartree")
print(f"E_c, minus sum of Omega |Y|^2: {E_amplitudes*EV:.4f} eV")
print(f"E_c, spin-orbital matrices: {E_spin*EV:.4f} eV")
print(f"E_c, coupling integration: {E_coupling*EV:.4f} eV")
print(f"E_c, frequency integration: {E_frequency*EV:.4f} eV")
print(f"Coupling integrand at 0.5: {W_half*EV:.4f} eV")
print(f"Coupling integrand at 1: {W_full*EV:.4f} eV")
print(f"Second-order direct term: {E_second*EV:.4f} eV")
print("WATER, Hartree-Fock orbitals, 6-31G, exchange kept in A and B")
print(f"MP2 correlation energy: {E_mp2*EV:.4f} eV")
print(f"Second-order part of (1/2)Tr(M^(1/2)-A): {weak_x*EV:.4f} eV")
print(f"Ratio: {weak_x/E_mp2:.4f}")
print("verified")
```

Running it gives:

```
TWO-MODE MODEL
A: 11 = 6.0000, 12 = 1.0000, 22 = 9.0000 eV
B: 11 = 2.0000, 12 = 1.5000, 22 = 3.0000 eV
A-B: 11 = 4.0000, 12 = -0.5000, 22 = 6.0000 eV
A+B: 11 = 8.0000, 12 = 2.5000, 22 = 12.0000 eV
M: 11 = 30.9272, 12 = 7.1455, 22 = 70.5728 eV^2
Frequencies: 5.447815, 8.474745 eV
Trace of M^(1/2): 13.922561 eV
Trace of A: 15.000000 eV
Plasmon-formula energy: -0.538720 eV
Fock-space ground energy: -0.538720 eV
Boson levels kept per mode: 22
Fluctuation of b1+b1^dagger, Fock state: 0.730684
Same, from frequency integral: 0.730684
Unstable case B = -7 eV times unit matrix: lowest eigenvalue of M -16.5416 eV^2, |Im Omega| 4.0671 eV
WATER, PBE orbitals, cc-pVDZ, all electrons, direct RPA
O-H distance: 0.96 angstrom; angle: 104.5 degrees
Occupied, virtual orbitals, pairs: 5, 19, 95
Smallest orbital energy difference: 7.0277 eV
Lowest singlet direct-RPA frequency: 7.6328 eV
Trace of D: 14833.0834 eV
Trace of 2K: 190.9333 eV
Trace of A: 15024.0167 eV
Trace of M^(1/2): 15007.2192 eV
E_c, plasmon formula: -8.3987 eV = -0.308648 hartree
E_c, minus sum of Omega |Y|^2: -8.3987 eV
E_c, spin-orbital matrices: -8.3987 eV
E_c, coupling integration: -8.3987 eV
E_c, frequency integration: -8.3987 eV
Coupling integrand at 0.5: -8.9284 eV
Coupling integrand at 1: -14.4842 eV
Second-order direct term: -12.5376 eV
WATER, Hartree-Fock orbitals, 6-31G, exchange kept in A and B
MP2 correlation energy: -3.5117 eV
Second-order part of (1/2)Tr(M^(1/2)-A): -7.0235 eV
Ratio: 2.0000
verified
```
